**Gill (G96) exchange: gradient limit and potential**

For a spin density ρ with reduced gradient x = |∇ρ|/ρ^(4/3), the gradient correction −ρ^(4/3)x^(3/2)/137 has no finite second-order coefficient. On a prescribed tail e^(−κr), where κ is the decay constant, its potential rises to +∞; at smooth density maxima and minima it diverges as distance^(−1/2), with negative and positive sign respectively. The program asserts that the potential formulas agree with libxc derivatives combined with a numerical divergence, and with finite changes of the energy. It also asserts the tail law by symbolic differentiation, the energy scaling identity, and the scaling of density waves with wavelength and amplitude. For a one-electron density with ionization energy 10 eV, the output gives a Gill exchange energy of −7.260 eV against the exact −7.290 eV. The total Gill exchange potential nevertheless turns positive at 3.38 Å and reaches about 42 eV at 10 Å, where the exact one is −1.44 eV. For a density wave, the mean correction divided by the squared wave number grows by √10 at each tenfold stretching, while that of Becke's B88 functional settles to a constant.

## Program and output

```python
"""Gill 1996 exchange: missing second-order gradient limit and potential.

For each spin: E = integral rho^(4/3) * (-C - BETA*x^(3/2)),
x = |grad rho| / rho^(4/3), BETA = 1/137, C = (3/2)(3/(4 pi))^(1/3).
Results under test (atomic units, rho = spin density):
  * the gradient correction of a density wave scales as q^(3/2), not q^2;
  * on a tail exp(-kappa r) the gradient part of the potential is
    BETA kappa^(3/2) rho^(-1/6) [5/12 - 3/(kappa r)], rising to +infinity;
  * at smooth density extrema it diverges as distance^(-1/2).
The potential is evaluated on prescribed densities.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq
from scipy.special import gamma, gammainc, gammaincc
from pyscf.dft import libxc

BOHR = constants.value("Bohr radius") * 1e10          # angstrom
HARTREE = constants.value("Hartree energy in eV")     # eV
BETA = 1 / 137
C = 1.5 * (3 / (4 * np.pi)) ** (1 / 3)
G96, B88 = "GGA_X_G96,", "GGA_X_B88,"


def energy_density(rho, slope, local=C):
    x = np.abs(slope) / rho ** (4 / 3)
    return rho ** (4 / 3) * (-local - BETA * x ** 1.5)


def local_potential(rho):
    return -4 / 3 * C * rho ** (1 / 3)


def gradient_potential(rho, slope, laplacian, second_along):
    """second_along: second derivative of rho along its gradient."""
    g = np.abs(slope)
    first = -g ** 1.5 * rho ** (-5 / 3) / 3
    bracket = laplacian - 0.5 * second_along
    return BETA * (first + 1.5 * rho ** (-2 / 3) * bracket / np.sqrt(g))


def library(name, rho, grad):
    """libxc for two equal spin densities: energy density of one spin,
    and derivatives with respect to total density and its sigma."""
    data = np.vstack([2 * rho, 2 * grad.T])
    exc, vxc = libxc.eval_xc(name, data, spin=0, deriv=1)[:2]
    return np.ravel(exc) * rho, np.ravel(vxc[0]), np.ravel(vxc[1])


def library_potential(model, point, step):
    """Potential from libxc derivatives and a numerical divergence."""
    shifts = [s * step * e for e in np.eye(3) for s in (1, -1)]
    points = np.array([point] + [point + d for d in shifts])
    rho, grad = model(points)
    _, vrho, vsigma = library(G96, rho, grad)
    flux = 2 * vsigma[:, None] * 2 * grad
    div = sum((flux[1 + 2 * i, i] - flux[2 + 2 * i, i]) / (2 * step)
              for i in range(3))
    return vrho[0] - div


# ---- enhancement factor in the usual reduced gradient s ----
enh = BETA / C * (2 * (6 * np.pi ** 2) ** (1 / 3)) ** 1.5
rho_test = np.full(2, 0.1)
s_test = np.array([0.5, 1.0])
total = 2 * rho_test
slope_total = s_test * 2 * (3 * np.pi ** 2) ** (1 / 3) * total ** (4 / 3)
grad_test = np.zeros((2, 3))
grad_test[:, 0] = slope_total / 2
e_test = library(G96, rho_test, grad_test)[0]
F_test = e_test / (-C * rho_test ** (4 / 3))
assert np.allclose(F_test, 1 + enh * s_test ** 1.5, rtol=1e-8)

# ---- density wave: mean*(1 + amp*cos(q z)) ----
mean_A, amp, wavelength_A = 0.1, 0.2, 5.0
mean = mean_A * BOHR ** 3
q0 = 2 * np.pi / (wavelength_A / BOHR)
nodes, weights = np.polynomial.legendre.leggauss(200)
theta = np.pi / 2 * (nodes + 1)
phase = np.pi / 2 * (1 - np.cos(theta))   # tames endpoint singularities
w_avg = weights * np.pi / 4 * np.sin(theta) * np.pi / np.pi
w_avg = w_avg * np.pi                       # measure d(phase)
w_avg = w_avg / np.pi                       # average over half a period
w_avg = w_avg / np.sum(w_avg)


def wave(a, q, ph):
    rho = mean * (1 + a * np.cos(ph))
    return rho, -mean * a * q * np.sin(ph), -mean * a * q * q * np.cos(ph)


def wave_excess(name, a, q):
    """Mean gradient correction per volume of one spin, from libxc."""
    rho, slope, _ = wave(a, q, phase)
    grad = np.zeros((len(rho), 3))
    grad[:, 2] = slope
    return np.sum(w_avg * (library(name, rho, grad)[0]
                           + C * rho ** (4 / 3)))


factors = [1, 10, 100]
ex_g = np.array([wave_excess(G96, amp, q0 / f) for f in factors])
ex_b = np.array([wave_excess(B88, amp, q0 / f) for f in factors])
q_all = np.array([q0 / f for f in factors])
per_g, per_b = ex_g / q_all ** 2, ex_b / q_all ** 2
assert np.allclose(per_g[1:] / per_g[:-1], np.sqrt(10), rtol=1e-5)
assert abs(per_b[2] / per_b[1] - 1) < 1e-3     # B88 has a finite limit

amps = np.array([0.2, 0.02, 0.002])
ex_amp = np.array([wave_excess(G96, a, q0) for a in amps])
sine_mean = gamma(1.25) / (np.sqrt(np.pi) * gamma(1.75))
law = -BETA * mean ** (5 / 6) * (amps * q0) ** 1.5 * sine_mean
assert abs(ex_amp[2] / law[2] - 1) < 1e-4
assert abs(ex_amp[1] / law[1] - 1) < 1e-3

# No delta function at extrema: energy change against integral of potential
t = 1e-4
e_pm = []
for a in (amp + t, amp - t):
    rho, slope, _ = wave(a, q0, phase)
    e_pm.append(np.sum(w_avg * energy_density(rho, slope, local=0)))
rho, slope, curv = wave(amp, q0, phase)
v_wave = gradient_potential(rho, slope, curv, curv)
work = np.sum(w_avg * v_wave * mean * np.cos(phase))
assert abs((e_pm[0] - e_pm[1]) / (2 * t) / work - 1) < 1e-5


# ---- potential near the maximum and minimum of the wave ----
def wave_model(points):
    r_, s_, _ = wave(amp, q0, q0 * points[:, 2])
    grad = np.zeros((len(r_), 3))
    grad[:, 2] = s_
    return r_, grad


dist_A = np.array([0.1, 0.01, 0.001])
near = {}
coef = {}
for label, start, sign in (("maximum", 0.0, -1), ("minimum", np.pi, 1)):
    rho0 = mean * (1 - sign * amp)
    h = mean * amp * q0 ** 2
    coef[label] = sign * 0.75 * BETA * rho0 ** (-2 / 3) * np.sqrt(h)
    values = []
    for d in dist_A / BOHR:
        z = d if start == 0 else np.pi / q0 - d
        rho, slope, curv = wave(amp, q0, q0 * z)
        v = gradient_potential(rho, slope, curv, curv)
        ref = library_potential(wave_model, np.array([0, 0, z]), d * 1e-3)
        assert abs(ref - local_potential(rho) - v) < 1e-5 * abs(v)
        values.append(v)
    near[label] = np.array(values)
    assert abs(values[-1] * np.sqrt(d) / coef[label] - 1) < 1e-4

# ---- general extrema and saddle in three dimensions ----
base = 0.1 * np.array([[3, 1, 0], [1, 2, 0.5], [0, 0.5, 1.5]])
saddle = 0.1 * np.diag([-1.0, -1.0, 2.0])
center_density = 0.2
directions = np.array([[1, 0, 0], [0, 0, 1], [0.6, 0, 0.8],
                       [2 / 3, -1 / 3, 2 / 3]])
signs = {}
for kind, hess in (("max", -base), ("min", base), ("saddle", saddle)):
    def model(points, hess=hess):
        hx = points @ hess
        quad = np.sum(points * hx, axis=1)
        dens = center_density * np.exp(0.5 * quad / center_density)
        return dens, dens[:, None] / center_density * hx
    signs[kind] = []
    for direction in directions:
        point = 1e-3 * direction
        v = library_potential(model, point, 1e-6)
        v -= local_potential(model(point[None])[0][0])
        hx = hess @ point
        size = np.linalg.norm(hx)
        u = hx / size
        pred = (1.5 * BETA * center_density ** (-2 / 3) / np.sqrt(size)
                * (np.trace(hess) - 0.5 * u @ hess @ u))
        assert abs(v - pred) < 1e-4 * abs(pred) + 1e-5
        signs[kind].append(np.sign(v))
assert set(signs["max"]) == {-1.0} and set(signs["min"]) == {1.0}
assert signs["saddle"][0] == 1 and signs["saddle"][1] == -1

# ---- exponential one-electron density ----
ion_eV = 10.0
kappa = 2 * np.sqrt(2 * ion_eV / HARTREE)
peak = kappa ** 3 / (8 * np.pi)


def tail_gradient(r):
    rho = peak * np.exp(-kappa * r)
    return (BETA * kappa ** 1.5 * rho ** (-1 / 6)
            * (5 / 12 - 3 / (kappa * r)))


def tail_local(r):
    return local_potential(peak * np.exp(-kappa * r))


def tail_total(r):
    return tail_gradient(r) + tail_local(r)


def exact_potential(r):
    """Minus the Hartree potential of the single electron."""
    u = kappa * r
    return -kappa * (gammainc(3, u) / u + 0.5 * gammaincc(2, u))


def atom_model(points):
    r = np.linalg.norm(points, axis=1)
    dens = peak * np.exp(-kappa * r)
    return dens, -kappa * (dens / r)[:, None] * points


axis = np.array([1, 2, 2]) / 3
for u in (5, 10, 20):
    r = u / kappa
    ref = library_potential(atom_model, r * axis, 1e-3)
    assert abs(ref / tail_total(r) - 1) < 1e-5
r = 1e-3
cusp = -3 * BETA * np.sqrt(kappa) * peak ** (-1 / 6)
ref = library_potential(atom_model, r * axis, 1e-6) - tail_local(r)
assert abs(r * ref / cusp - 1) < 1e-3

# Energies, scaling identity and functional derivative in the tail
nodes, weights = np.polynomial.legendre.leggauss(400)
rad = 30 / kappa * (nodes + 1)
vol = weights * 30 / kappa * 4 * np.pi * rad ** 2
rho = peak * np.exp(-kappa * rad)
slope = -kappa * rho
second = kappa ** 2 * rho
v_grad = gradient_potential(rho, slope, second + 2 * slope / rad, second)
v_all = v_grad + local_potential(rho)
E_local = np.sum(vol * -C * rho ** (4 / 3))
E_gill = np.sum(vol * energy_density(rho, slope))
E_exact = 0.5 * np.sum(vol * rho * exact_potential(rad))
assert abs(np.sum(vol * rho) - 1) < 1e-10
assert abs(E_exact + 5 * kappa / 32) < 1e-9
closed = -BETA * kappa * (8 * np.pi) ** (1 / 6) * 216 / 125
assert abs(E_gill - E_local - closed) < 1e-9
identity = np.sum(vol * v_all * (3 * rho + rad * slope))
assert abs(identity / E_gill - 1) < 1e-8
middle = 18 / kappa
bump = np.exp(-(rad - middle) ** 2)
d_bump = -2 * (rad - middle) * bump
change = rho * bump
d_change = slope * bump + rho * d_bump
up = energy_density(rho + t * change, slope + t * d_change)
down = energy_density(rho - t * change, slope - t * d_change)
numeric = np.sum(vol * (up - down)) / (2 * t)
assert abs(numeric / np.sum(vol * v_all * change) - 1) < 1e-5

# Symbolic radial functional derivative for tails r^p exp(-k r)
R, D, G = sp.symbols("R D G", positive=True)     # G = -d rho/dR
lagrangian = -R ** 2 * G ** sp.Rational(3, 2) * D ** sp.Rational(-2, 3)


def symbolic_ratio(p, u):
    """Gradient potential over BETA k^(3/2) rho^(-1/6), with k = 1."""
    dens = R ** p * sp.exp(-R)
    put = {D: dens, G: -sp.diff(dens, R)}
    part = sp.diff(lagrangian, D).subs(put)
    flow = sp.diff(sp.diff(lagrangian, G).subs(put), R)
    ratio = (part + flow) / R ** 2 * dens ** sp.Rational(1, 6)
    return sp.N(ratio.subs(R, u), 30)


for u in (3, 50):
    target = sp.Rational(5, 12) - sp.Rational(3, u)
    assert abs(symbolic_ratio(0, u) - target) < 1e-20
for p in (2, -1):
    u = 10 ** 5
    slow = (sp.Rational(5, 12) - symbolic_ratio(p, u)) * u
    assert abs(float(slow) - (3 + 5 * p / 8)) < 1e-3

r_grad = 36 / 5 / kappa
r_zero = brentq(tail_total, 7.2 / kappa, 20 / kappa)
assert library_potential(atom_model, 0.98 * r_zero * axis, 1e-3) < 0
assert library_potential(atom_model, 1.02 * r_zero * axis, 1e-3) > 0

# ---- printed numbers ----
print(f"Local exchange constant C = {C:.6f} (atomic units)")
print(f"Gradient constant 1/137 = {BETA:.6f} (atomic units)")
print(f"Coefficient of s^(3/2) in F = {enh:.4f} (no unit)")
print("ONE-ELECTRON EXPONENTIAL DENSITY")
print(f"Ionization energy = {ion_eV:.1f} eV")
print(f"Decay constant kappa = {kappa / BOHR:.4f} 1/angstrom")
print(f"Growth length 6/kappa = {6 / kappa * BOHR:.4f} angstrom")
print(f"Exchange energy, local part = {E_local * HARTREE:.4f} eV")
print(f"Exchange energy, Gill = {E_gill * HARTREE:.4f} eV")
print(f"Exchange energy, exact = {E_exact * HARTREE:.4f} eV"
      f" = {E_exact:.5f} hartree")
print(f"Gradient part changes sign at {r_grad * BOHR:.4f} angstrom")
print(f"Total Gill potential is zero at {r_zero * BOHR:.4f} angstrom"
      f" = {r_zero:.4f} bohr")
print(f"kappa*r at that zero = {kappa * r_zero:.4f} (no unit)")
print(f"Cusp limit of r*v = {cusp * HARTREE * BOHR:.4f} eV angstrom")
print("Potentials in eV: local, gradient, total Gill, exact")
for r_A in (2, 4, 6, 8, 10):
    r = r_A / BOHR
    vals = [f(r) * HARTREE for f in
            (tail_local, tail_gradient, tail_total, exact_potential)]
    print(f"  r = {r_A:2d} angstrom: "
          + ", ".join(f"{v:.4f}" for v in vals))
print("PLANAR SPIN-DENSITY WAVE")
print(f"Mean spin density = {mean_A:.2f} 1/angstrom^3")
print(f"Relative amplitude = {amp:.2f}, wavelength = "
      f"{wavelength_A:.1f} angstrom")
print("Mean correction / q^2 in eV/angstrom: Gill, Becke 1988")
unit = HARTREE / BOHR
for f, g_, b_ in zip(factors, per_g, per_b):
    print(f"  wavelength {wavelength_A * f:.0f} angstrom: "
          f"{g_ * unit:.5e}, {b_ * unit:.5e}")
print("Gill mean correction / amplitude^2 in eV/angstrom^3")
for a, e in zip(amps, ex_amp):
    print(f"  amplitude {a:.3f}: "
          f"{e / a ** 2 * HARTREE / BOHR ** 3:.5e}")
for label in ("maximum", "minimum"):
    c_unit = coef[label] * HARTREE * np.sqrt(BOHR)
    print(f"Coefficient of distance^(-1/2) at {label} = "
          f"{c_unit:.5f} eV angstrom^(1/2)")
print("Gradient potential in eV: near maximum, near minimum")
for d, a, b in zip(dist_A, near["maximum"], near["minimum"]):
    print(f"  distance {d:.3f} angstrom: "
          f"{a * HARTREE:.4f}, {b * HARTREE:.4f}")
for label, sign in (("maximum", 1), ("minimum", -1)):
    v = local_potential(mean * (1 + sign * amp)) * HARTREE
    print(f"Local potential at {label} = {v:.4f} eV")
print("ALL CHECKS PASSED")
```

It prints:

```
Local exchange constant C = 0.930526 (atomic units)
Gradient constant 1/137 = 0.007299 (atomic units)
Coefficient of s^(3/2) in F = 0.1707 (no unit)
ONE-ELECTRON EXPONENTIAL DENSITY
Ionization energy = 10.0 eV
Decay constant kappa = 3.2402 1/angstrom
Growth length 6/kappa = 1.8518 angstrom
Exchange energy, local part = -6.2530 eV
Exchange energy, Gill = -7.2602 eV
Exchange energy, exact = -7.2902 eV = -0.26791 hartree
Gradient part changes sign at 2.2221 angstrom
Total Gill potential is zero at 3.3774 angstrom = 6.3825 bohr
kappa*r at that zero = 10.9435 (no unit)
Cusp limit of r*v = -0.5397 eV angstrom
Potentials in eV: local, gradient, total Gill, exact
  r =  2 angstrom: -2.2788, -0.0794, -2.3583, -7.1530
  r =  4 angstrom: -0.2628, 0.9361, 0.6734, -3.5998
  r =  6 angstrom: -0.0303, 3.9053, 3.8750, -2.3999
  r =  8 angstrom: -0.0035, 13.1915, 13.1880, -1.8000
  r = 10 angstrom: -0.0004, 41.8351, 41.8347, -1.4400
PLANAR SPIN-DENSITY WAVE
Mean spin density = 0.10 1/angstrom^3
Relative amplitude = 0.20, wavelength = 5.0 angstrom
Mean correction / q^2 in eV/angstrom: Gill, Becke 1988
  wavelength 5 angstrom: -6.89347e-04, -2.63272e-04
  wavelength 50 angstrom: -2.17991e-03, -2.64733e-04
  wavelength 500 angstrom: -6.89347e-03, -2.64748e-04
Gill mean correction / amplitude^2 in eV/angstrom^3
  amplitude 0.200: -2.72143e-02
  amplitude 0.020: -8.55119e-02
  amplitude 0.002: -2.70395e-01
Coefficient of distance^(-1/2) at maximum = -0.05758 eV angstrom^(1/2)
Coefficient of distance^(-1/2) at minimum = 0.07546 eV angstrom^(1/2)
Gradient potential in eV: near maximum, near minimum
  distance 0.100 angstrom: -0.1813, 0.2363
  distance 0.010 angstrom: -0.5758, 0.7545
  distance 0.001 angstrom: -1.8209, 2.3861
Local potential at maximum = -8.8121 eV
Local potential at minimum = -7.6981 eV
ALL CHECKS PASSED
```
